# Virial Identity and Absence of Embedded Eigenvalues for the Coulomb Hamiltonian: verification in Python

```python
"""
Result under test: every eigenstate of H = T + V, T = -Laplacian/2, V = -Z/r,
in the domain of H obeys 2<T> + <V> = 0, so E = -<T> < 0 and no eigenvalue
lies in the continuum [0, infinity).
Hartree atomic units. psi = u(r)/r times a spherical harmonic, u(0) = 0.
Dilation: (U psi)(x) = lam**(3/2) psi(lam x), lam = exp(s); for the radial
function this reads u(r) -> sqrt(lam) u(lam r).
R is the radius of a sphere with a hard wall, l the angular momentum.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.special import eval_jacobi

Z = 2
hartree_ev = physical_constants["Hartree energy in eV"][0]

# --- Commutator with the dilation generator, on an arbitrary function ---
X = sp.symbols("x y z", real=True)
f = sp.Function("f")(*X)
dist = sp.sqrt(sum(q**2 for q in X))


def kinetic(g):
    return -sum(sp.diff(g, q, 2) for q in X) / 2


def i_gen(g):
    return sum(q * sp.diff(g, q) for q in X) + sp.Rational(3, 2) * g


kin_comm = kinetic(i_gen(f)) - i_gen(kinetic(f)) - 2 * kinetic(f)
assert sp.expand(kin_comm.doit()) == 0
pot = -Z / dist
pot_comm = pot * i_gen(f) - i_gen(pot * f) - pot * f
assert sp.simplify(sp.expand(pot_comm.doit())) == 0

# --- Exact integrals for the n = 3, l = 1 state and for a trial function ---
r = sp.symbols("r", positive=True)
lam = sp.Rational(3, 2)


def integral(g):
    return sp.integrate(sp.expand(sp.simplify(g)), (r, 0, sp.oo))


def t_on(u, l):
    return -sp.diff(u, r, 2) / 2 + sp.Rational(l * (l + 1), 2) * u / r**2


def dilate(u):
    return sp.sqrt(lam) * u.subs(r, lam * r)


def analyse(u, l):
    u = u / sp.sqrt(integral(u**2))
    tu, vu = t_on(u, l), -Z * u / r
    t, v = integral(u * tu), integral(u * vu)
    a, b = integral(u * dilate(tu)), integral(u * dilate(vu))
    ud = dilate(u)
    e_dil = integral(ud * (t_on(ud, l) - Z * ud / r))
    assert abs(float(e_dil - lam**2 * t - lam * v)) < 1e-12
    return u, t, v, a, b, e_dil


kr = sp.Rational(Z, 3) * r
u3p, t3, v3, a3, b3, ed3 = analyse(kr**2 * (2 - kr) * sp.exp(-kr), 1)
e3 = t3 + v3
assert sp.simplify(t_on(u3p, 1) - Z * u3p / r - e3 * u3p) == 0
assert abs(float(2 * t3 + v3)) < 1e-12
assert abs(float((lam + 1) * a3 + b3)) < 1e-12 and abs(float(a3)) > 1e-3
_, tt, vt, at, bt, _ = analyse(r**2 * sp.exp(-sp.Rational(3, 2) * r), 1)
trial_identity = float((lam + 1) * at + bt)
assert abs(trial_identity) > 0.1 and abs(float(2 * tt + vt)) > 0.1

print(f"Nuclear charge Z = {Z}; example state n = 3, l = 1")
print(f"Example <T> = {float(t3):.6f} hartree")
print(f"Example <V> = {float(v3):.6f} hartree")
print(f"Example E = {float(e3):.6f} hartree = {float(e3)*hartree_ev:.4f} eV")
print(f"Dilation factor exp(s) = {float(lam):.2f}")
print(f"<psi,U T psi> = {float(a3):.6f} hartree")
print(f"<psi,U V psi> = {float(b3):.6f} hartree")
print(f"(exp(s)+1)<U T>+<U V> = {abs(float((lam+1)*a3+b3)):.1e} hartree")
print(f"Energy of dilated example state = {float(ed3):.6f} hartree")
print(f"Trial r^2 exp(-1.5 r): 2<T>+<V> = {float(2*tt+vt):.6f} hartree")
print(f"Trial: finite-dilation sum = {trial_identity:.6f} hartree")


# --- Diagonalisation in a sphere, orthonormal polynomial basis ---
def basis(R, size):
    x, w = np.polynomial.legendre.leggauss(size + 10)
    k = np.arange(size)[:, None]
    p = eval_jacobi(k, 2, 2, x)
    dp = (k > 0) * (k + 5) / 2 * eval_jacobi(np.maximum(k - 1, 0), 3, 3, x)
    phi = (1 - x**2) * p
    dphi = (-2 * x * p + (1 - x**2) * dp) * 2 / R
    edge = -4 / R * eval_jacobi(k[:, 0], 2, 2, 1.0)
    w = w * R / 2
    norm = np.sqrt((phi**2) @ w)
    return (R * (1 + x) / 2, w, phi / norm[:, None],
            dphi / norm[:, None], edge / norm)


def sphere(charge, l, R):
    rad, w, phi, dphi, edge = basis(R, int(60 + 0.6 * R))
    tm = 0.5 * (dphi * w) @ dphi.T
    tm += 0.5 * l * (l + 1) * (phi * w / rad**2) @ phi.T
    vm = -charge * (phi * w / rad) @ phi.T
    energy, c = eigh(tm + vm)
    t = np.sum(c * (tm @ c), axis=0)
    v = np.sum(c * (vm @ c), axis=0)
    wall = 0.5 * R * (edge @ c) ** 2
    return energy, t, v, wall


worst = 0.0
for l in range(3):
    energy, t, v, wall = sphere(Z, l, 60)
    m = 4 - l
    assert np.all(energy[:m] < 0)
    worst = max(worst, np.max(np.abs(2 * t[:m] + v[:m])))
    assert np.max(np.abs(energy[:m] + t[:m])) < 1e-6
    assert energy[0] > -Z**2 / 2 - 1e-7
    if l == 0:
        ground = energy[0]
    if l == 1:
        assert abs(energy[1] - float(e3)) < 1e-7
        print(f"Sphere 60 bohr, same state: E = {energy[1]:.6f} hartree")
        print(f"Sphere 60 bohr, same state: <T> = {t[1]:.6f} hartree")
assert worst < 1e-6
assert abs(ground + Z**2 / 2) < 1e-7
print(f"Nine bound states: max |2<T>+<V>| below 1e-6 hartree: {worst < 1e-6}")
print(f"Lowest eigenvalue = {ground:.6f} hartree; bound {-Z**2/2:.6f}")

print("Box state nearest E = 0.5 hartree, l = 0 (R in bohr, rest hartree):")
print("R, E, <T>, <V>, 2<T>+<V>, R u'(R)^2/2")
deep, positive, pot_size = [], [], []
for R in (60, 120, 240):
    energy, t, v, wall = sphere(Z, 0, R)
    j = np.argmin(np.abs(energy - 0.5))
    virial = 2 * t[j] + v[j]
    assert abs(virial - wall[j]) < 1e-6 and virial > 0.9
    deep.append(int(np.sum(energy < -0.05)))
    positive.append(int(np.sum((energy > 0) & (energy < 0.5))))
    pot_size.append(abs(v[j]))
    print(f"{R}, {energy[j]:.5f}, {t[j]:.5f}, {v[j]:.5f}, "
          f"{virial:.5f}, {wall[j]:.5f}")
assert deep[0] == deep[1] == deep[2]
assert positive[1] > 1.7 * positive[0] and positive[2] > 1.7 * positive[1]
assert pot_size[0] > pot_size[1] > pot_size[2]
print(f"Levels below -0.05 hartree, l = 0, R = 60/120/240 bohr: {deep}")
print(f"Levels in (0, 0.5) hartree, same spheres: {positive}")

low = [sphere(-Z, 0, R)[0][0] for R in (60, 120, 240)]
assert low[0] > low[1] > low[2] > 0
print(f"Repulsive Z = {-Z}: lowest level, R = 60 bohr: {low[0]:.6f} hartree")
print(f"Repulsive Z = {-Z}: lowest level, R = 240 bohr: {low[2]:.6f} hartree")

# --- Hardy inequality: largest ratio of norms squared stays below four ---
rad, w, phi, dphi, _ = basis(60, 96)
hardy = eigh((phi * w / rad**2) @ phi.T, (dphi * w) @ dphi.T,
             eigvals_only=True)[-1]
assert 2 < hardy < 4
print(f"Largest ||psi/r||^2/||grad psi||^2 in s basis = {hardy:.4f}")

# --- Weyl packets exp(ikr) sin^2(pi(r-R)/R), residual by differences ---
k_wave = 1.0
print(f"Weyl packets, k = {k_wave:.1f} bohr^-1: R (bohr), residual, bound (hartree)")
for R in (50, 200, 800):
    grid = np.linspace(R, 2 * R, 100 * R + 1)
    h = grid[1] - grid[0]
    packet = np.exp(1j * k_wave * grid) * np.sin(np.pi * (grid - R) / R) ** 2
    second = (packet[2:] - 2 * packet[1:-1] + packet[:-2]) / h**2
    res = -second / 2 - (Z / grid[1:-1] + k_wave**2 / 2) * packet[1:-1]
    residual = np.linalg.norm(res) / np.linalg.norm(packet)
    bound = ((k_wave * np.pi * np.sqrt(4 / 3) + Z) / R
             + np.pi**2 * np.sqrt(16 / 3) / (2 * R**2))
    assert residual < bound
    print(f"{R}, {residual:.5f}, {bound:.5f}")


# --- Decaying s solution integrated inward from large r ---
def inward(energy):
    kappa, start = np.sqrt(-2 * energy), 20.0

    def rhs(rad, y):
        u, du = y[:2]
        return [du, 2 * (-Z / rad - energy) * u, u**2, (du - u / rad) ** 2]

    sol = solve_ivp(rhs, (start, 1e-4), [1, -kappa + Z / kappa / start, 0, 0],
                    t_eval=[1e-2, 1e-3, 1e-4], method="DOP853",
                    rtol=1e-10, atol=1e-10)
    assert sol.success
    norm = -sol.y[2, -1]
    return abs(sol.y[0, -1]) / np.sqrt(norm), -0.5 * sol.y[3] / norm


u_irregular, k_irregular = inward(-1.0)
u_regular, k_regular = inward(-2.0)
assert u_irregular > 0.1 and k_irregular[2] > 5 * k_irregular[1]
assert u_regular < 1e-2 and abs(k_regular[2] - 2) < 1e-4
print("Decaying s solution, unit norm, kinetic energy outside radius eps:")
print(f"E = -1 hartree: |u(1e-4 bohr)| = {u_irregular:.4f} bohr^-1/2")
print(f"E = -1, eps = 1e-3 bohr: {k_irregular[1]:.1f} hartree")
print(f"E = -1, eps = 1e-4 bohr: {k_irregular[2]:.1f} hartree")
print(f"E = -2 (eigenvalue), eps = 1e-4 bohr: {k_regular[2]:.5f} hartree")

# --- von Neumann-Wigner potential: a normalisable state at E = +1/2 ---
g = 2 * r - sp.sin(2 * r)
D = 1 + g**2
s4 = sp.sin(r) ** 4
v_nw = -8 * g * sp.sin(2 * r) / D - 16 * s4 / D + 64 * g**2 * s4 / D**2
u_nw = sp.sin(r) / D
exprs = [u_nw, sp.diff(u_nw, r), sp.diff(u_nw, r, 2), v_nw, sp.diff(v_nw, r)]
x, w = np.polynomial.legendre.leggauss(40)
half = np.pi / 4
nodes = ((2 * np.arange(800)[:, None] + 1 + x) * half).ravel()
weights = np.tile(w * half, 800)
u, du, d2u, vn, dvn = [sp.lambdify(r, e, "numpy")(nodes) for e in exprs]
assert np.max(np.abs(-d2u / 2 + (vn - 0.5) * u)) < 1e-9
norm = weights @ u**2
t_nw = 0.5 * (weights @ du**2) / norm
vexp = (weights @ (vn * u**2)) / norm
rdv = (weights @ (nodes * dvn * u**2)) / norm
assert abs(t_nw + vexp - 0.5) < 1e-7
assert abs(2 * t_nw - rdv) < 1e-7
assert 2 * t_nw + vexp > 0.5
print("von Neumann-Wigner state (all in hartree):")
print(f"E = {t_nw+vexp:.6f}, <T> = {t_nw:.6f}, <V> = {vexp:.6f}")
print(f"<r dV/dr> = {rdv:.6f}, 2<T> = {2*t_nw:.6f}")
print(f"2<T>+<V> = {2*t_nw+vexp:.6f}")

print("success")
```

Printed output:

```
Nuclear charge Z = 2; example state n = 3, l = 1
Example <T> = 0.222222 hartree
Example <V> = -0.444444 hartree
Example E = -0.222222 hartree = -6.0470 eV
Dilation factor exp(s) = 1.50
<psi,U T psi> = 0.107020 hartree
<psi,U V psi> = -0.267550 hartree
(exp(s)+1)<U T>+<U V> = 0.0e+00 hartree
Energy of dilated example state = -0.166667 hartree
Trial r^2 exp(-1.5 r): 2<T>+<V> = 0.750000 hartree
Trial: finite-dilation sum = 0.564362 hartree
Sphere 60 bohr, same state: E = -0.222222 hartree
Sphere 60 bohr, same state: <T> = 0.222222 hartree
Nine bound states: max |2<T>+<V>| below 1e-6 hartree: True
Lowest eigenvalue = -2.000000 hartree; bound -2.000000
Box state nearest E = 0.5 hartree, l = 0 (R in bohr, rest hartree):
R, E, <T>, <V>, 2<T>+<V>, R u'(R)^2/2
60, 0.49326, 0.64570, -0.15244, 1.13896, 1.13896
120, 0.50982, 0.59515, -0.08533, 1.10497, 1.10497
240, 0.49612, 0.54339, -0.04727, 1.03951, 1.03951
Levels below -0.05 hartree, l = 0, R = 60/120/240 bohr: [6, 6, 6]
Levels in (0, 0.5) hartree, same spheres: [13, 28, 61]
Repulsive Z = -2: lowest level, R = 60 bohr: 0.048781 hartree
Repulsive Z = -2: lowest level, R = 240 bohr: 0.010581 hartree
Largest ||psi/r||^2/||grad psi||^2 in s basis = 3.2211
Weyl packets, k = 1.0 bohr^-1: R (bohr), residual, bound (hartree)
50, 0.07665, 0.11711
200, 0.01930, 0.02842
800, 0.00484, 0.00705
Decaying s solution, unit norm, kinetic energy outside radius eps:
E = -1 hartree: |u(1e-4 bohr)| = 0.2594 bohr^-1/2
E = -1, eps = 1e-3 bohr: 35.5 hartree
E = -1, eps = 1e-4 bohr: 337.2 hartree
E = -2 (eigenvalue), eps = 1e-4 bohr: 2.00000 hartree
von Neumann-Wigner state (all in hartree):
E = 0.500000, <T> = 1.977619, <V> = -1.477619
<r dV/dr> = 3.955238, 2<T> = 3.955238
2<T>+<V> = 2.477619
success
```
